\section*{Film thickness and critical angle from Kiessig fringes: two derivations}

\section{One curve, two critical angles}

A computed X-ray reflectivity curve of a 10 nm film shows a series of fringes. A straight line through the squared angles of six minima, plotted against squared fringe order, gives a thickness of 9.99 nm and a critical angle of 7.08 mrad. The same construction with six maxima of the same curve gives 10.00 nm and 5.07 mrad. The critical angle put into the calculation was 7.07 mrad. The maxima therefore return the right thickness and a critical angle 28\% below the true one.

To explain this we need the law behind the straight line,
\begin{equation}
\theta_p^2=\theta_c^2+p^2\left(\frac{\lambda}{2d}\right)^2,\qquad \theta_c^2=2\delta_1, \label{eq:line}
\end{equation}
and the conditions under which a measured extremum obeys it. Here $\theta_p$ is the grazing angle, measured from the surface, of the fringe of order $p$; $\lambda$ is the wavelength in vacuum, $d$ the film thickness and $\theta_c$ the critical angle of the film. The slope gives $d=\lambda/(2\sqrt{\text{slope}})$ and the intercept gives $\theta_c^2$.

The example has $\lambda=0.154$ nm, $d=10$ nm and refractive indices $n_j=1-\delta_j$, with $\delta_1=2.5\times10^{-5}$ in the film and $\delta_2=7.5\times10^{-6}$ in the substrate. In what follows, the denser of two media is the one with the larger $\delta$, that is, with the index further below one. Absorption is left out at first.

\section{First derivation: matching the waves}

Let $z$ point into the sample, with the film between $z=0$ and $z=d$ and a thick substrate below. The electric field is parallel to the surface (s polarization), and the time factor is $e^{-i\omega t}$, so $e^{+ik_jz}$ travels downward. All layers are uniform along the surface, so they share the factor $e^{ikx\cos\theta}$ with $k=2\pi/\lambda$. The wave equation then reduces to
\begin{equation}
E''+k_j^2E=0,\qquad k_j=k\sqrt{n_j^2-\cos^2\theta}.
\end{equation}
In vacuum $k_0=k\sin\theta$. In the film, writing $\cos^2\theta=1-\sin^2\theta$,
\begin{equation}
k_1^2=k^2\left(\sin^2\theta-\sin^2\theta_c\right),\qquad \sin^2\theta_c=1-n_1^2=2\delta_1-\delta_1^2. \label{eq:k1}
\end{equation}
Below $\theta_c$ the wavenumber $k_1$ is imaginary and no wave propagates across the film. This is why the film's critical angle, and not the substrate's, enters the fringe law.

The fields in vacuum, film and substrate are
\begin{equation}
e^{ik_0z}+r\,e^{-ik_0z},\qquad A\,e^{ik_1z}+B\,e^{-ik_1z},\qquad T\,e^{ik_2(z-d)} .
\end{equation}
Both $E$ and $E'$ are continuous. At $z=d$,
\begin{align}
A e^{ik_1d}+Be^{-ik_1d}&=T,\\
k_1\left(A e^{ik_1d}-Be^{-ik_1d}\right)&=k_2T .
\end{align}
Inserting the first into the second and collecting terms gives $(k_1-k_2)Ae^{ik_1d}=(k_1+k_2)Be^{-ik_1d}$, hence
\begin{equation}
\frac BA=r_{12}e^{i\phi},\qquad \phi=2k_1d,\qquad r_{ij}=\frac{k_i-k_j}{k_i+k_j}.
\end{equation}
At $z=0$ we have $1+r=A+B$ and $k_0(1-r)=k_1(A-B)$. Dividing the second by the first, with $\rho=B/A$, and solving for $r$,
\begin{equation}
r=\frac{k_0(1+\rho)-k_1(1-\rho)}{k_0(1+\rho)+k_1(1-\rho)}
=\frac{r_{01}+r_{12}e^{i\phi}}{1+r_{01}r_{12}e^{i\phi}} . \label{eq:r}
\end{equation}
The last form follows on grouping the terms with and without $\rho$ and dividing by $k_0+k_1$. Direct numerical integration of the wave equation through the film, at four angles from 5 to 45 mrad, with and without absorption, agrees with the reflectivity from this formula to a relative $2.5\times10^{-11}$.

\subsection*{Which extremum has integer order}

Above the critical angles of film and substrate, $r_{01}$ and $r_{12}$ are real. The reflectivity $R=|r|^2$ is then
\begin{equation}
R=\frac{r_{01}^2+r_{12}^2+2r_{01}r_{12}\cos\phi}{1+r_{01}^2r_{12}^2+2r_{01}r_{12}\cos\phi}.
\end{equation}
Subtracting from one cancels the cosine in the numerator:
\begin{equation}
1-R=\frac{(1-r_{01}^2)(1-r_{12}^2)}{1+r_{01}^2r_{12}^2+2r_{01}r_{12}\cos\phi}.
\end{equation}
With the two coefficients held fixed, $R$ therefore rises as $r_{01}r_{12}\cos\phi$ rises.

Since $k_0>k_1$, $r_{01}$ is positive. For a film denser than its substrate $k_2>k_1$, so $r_{12}$ is negative. Then $R$ is smallest at $\cos\phi=1$ and largest at $\cos\phi=-1$. Writing $\phi=2\pi p$, minima have integer $p$ and maxima half-integer $p$. For a film less dense than its substrate both coefficients are positive and the assignment is exchanged.

The condition $2k_1d=2\pi p$ means $k_1=\pi p/d$. Squaring, using (\ref{eq:k1}) and dividing by $k^2=4\pi^2/\lambda^2$,
\begin{equation}
\sin^2\theta_p=\sin^2\theta_c+\left(\frac{p\lambda}{2d}\right)^2 . \label{eq:exact}
\end{equation}
No small-angle step has been taken yet. With $\sin^2\theta=\theta^2-\theta^4/3+\dots$ and $\delta_1^2$ dropped beside $2\delta_1$, this becomes (\ref{eq:line}), and the first omitted term raises $\theta_p^2$ above the line by $\theta_p^4/3$.

At integer $p$, (\ref{eq:r}) becomes $(r_{01}+r_{12})/(1+r_{01}r_{12})$. Over the common denominator $(k_0+k_1)(k_1+k_2)$ the numerator is
\begin{equation}
(k_0-k_1)(k_1+k_2)+(k_1-k_2)(k_0+k_1)=2k_1(k_0-k_2),
\end{equation}
and the denominator is likewise $2k_1(k_0+k_2)$. Thus $r=(k_0-k_2)/(k_0+k_2)$, the value for the bare substrate: a lossless film holding a whole number of half waves is invisible. For the dense film, the curve at these angles touches the reflectivity of the substrate alone.

\section{Second derivation: two rays}

The same phase condition follows from geometry. One ray is reflected at the surface. The other is refracted into the film at grazing angle $\theta_1$, reflected at the bottom face, and leaves the surface a distance $2d/\tan\theta_1$ further along. Its path in the film is $2d/\sin\theta_1$, which counts $n_1$ times. Up to the common wavefront, the first ray meanwhile covers $(2d/\tan\theta_1)\cos\theta$ in vacuum. Snell's law for grazing angles is $\cos\theta=n_1\cos\theta_1$, so the optical path difference is
\begin{align}
\Delta&=\frac{2n_1d}{\sin\theta_1}-\frac{2d\cos\theta_1}{\sin\theta_1}\,n_1\cos\theta_1\\
&=\frac{2n_1d\,(1-\cos^2\theta_1)}{\sin\theta_1}=2n_1d\sin\theta_1 .
\end{align}
Snell's law also gives $n_1^2\sin^2\theta_1=n_1^2-\cos^2\theta=\sin^2\theta-\sin^2\theta_c$. Setting $\Delta=p\lambda$ and squaring reproduces (\ref{eq:exact}). The intercept now has a plain meaning: it accounts for the bending of the ray toward the surface on entering the film. The critical angle is the incidence at which $\theta_1=0$.

Geometry does not say whether the rays reinforce or cancel at integer $p$. For that we need the signs of the two reflections. Well above the critical angles $k_i+k_j\approx2k\theta$, and
\begin{equation}
r_{ij}=\frac{k_i^2-k_j^2}{(k_i+k_j)^2}\approx\frac{2k^2(\delta_j-\delta_i)}{4k^2\theta^2}=\frac{\delta_j-\delta_i}{2\theta^2}.
\end{equation}
A step to a denser medium reflects with positive sign, a step to a less dense one with negative sign. Define $a=2\delta_1$ and $b=2(\delta_1-\delta_2)$. Then $r_{01}\approx a/4\theta^2$ and $r_{12}\approx-b/4\theta^2$. Transmission through the surface, down and up, multiplies the second ray by $1-r_{01}^2\approx1$. The sum of the two rays gives
\begin{equation}
R\approx\frac{F}{16\,\theta^4},\qquad F=a^2+b^2-2ab\cos\phi . \label{eq:two}
\end{equation}

\subsection*{Why the raw maxima mislead}

The phase condition locates the extrema of $F$. A reader of the raw curve locates those of $R$, which also carries the falling factor $\theta^{-4}$. A falling background pulls maxima to smaller angles and pushes minima to larger ones. Setting $dR/d\theta=0$ gives $\theta F'=4F$, where $F'=2ab\sin\phi\,d\phi/d\theta$. Well above $\theta_c$, $\phi\approx4\pi d\theta/\lambda$, so $\theta\,d\phi/d\theta\approx\phi$ and
\begin{equation}
ab\,\phi\sin\phi=2F. \label{eq:cond}
\end{equation}
For the dense film, let $\phi=2\pi p+\varepsilon$ with $p$ the nominal order and $\varepsilon$ small. At a minimum $\sin\phi\approx\varepsilon$ and $F\approx(a-b)^2$; at a maximum $\sin\phi\approx-\varepsilon$ and $F\approx(a+b)^2$. Hence
\begin{equation}
\varepsilon_{\min}\approx\frac{(a-b)^2}{\pi ab\,p},\qquad
\varepsilon_{\max}\approx-\frac{(a+b)^2}{\pi ab\,p}.
\end{equation}
The order is displaced by $\varepsilon/2\pi$, and its square by $2p\,\varepsilon/2\pi=p\varepsilon/\pi$:
\begin{equation}
\Delta(p^2)_{\min}=\frac{(a-b)^2}{\pi^2ab},\qquad
\Delta(p^2)_{\max}=-\frac{(a+b)^2}{\pi^2ab}. \label{eq:shift}
\end{equation}
The factor $p$ has cancelled. To this order, each family of extrema is shifted by a constant in $p^2$, which moves the intercept of the line and leaves its slope alone. This holds for sharp faces. Roughness damps the two reflections with angle, so the envelope is no longer $\theta^{-4}$; with the roughness assumed below, the raw maxima give 10.04 nm.

In the example $a=50$ mrad$^2$ and $b=35$ mrad$^2$. The displacements are $15^2/(9.87\times1750)=0.013$ for minima and $-85^2/(9.87\times1750)=-0.418$ for maxima. The computed curve gives 0.0127 at order 7 and $-0.415$ at order 7.5. With $(\lambda/2d)^2=59.29$ mrad$^2$, the maxima should extrapolate to $50-0.418\times59.29=25.2$ mrad$^2$. The fit gives 25.7 mrad$^2$, whose root is the puzzling 5.07 mrad. The agreement is slightly flattered by the small-angle term $\theta^4/3$, which lowers the fitted intercept and so offsets part of the error of the shift formula.

Multiplying the data by $\theta^4$ before reading the maxima removes the leading shift. The fitted critical angle is then 6.92 mrad, 2\% below the true value. The corrections dropped in (\ref{eq:two}) and the term $\theta^4/3$ both remain in that figure; their shares were not separated.

Equation (\ref{eq:cond}) also shows when raw extrema disappear. Inserting $F$ and dividing by $ab$ gives
\begin{equation}
\phi\sin\phi+4\cos\phi=\frac{2(a^2+b^2)}{ab}.
\end{equation}
Over one fringe, with the prefactor $\phi$ treated as constant, the left side cannot exceed $\sqrt{\phi^2+16}$. Solutions therefore need $\phi\ge2|a^2-b^2|/(ab)$. Within these approximations the condition is necessary, not sufficient. It rests on $r_{12}\approx-b/4\theta^2$ and so holds only well above $\theta_c$; close to $\theta_c$, where $k_1$ is small, the exact $r_{12}$ is much larger. For $b/a=0.05$ the bound is 39.9. The first extremum of the exact curve lies at $\phi=39.1$ for the 10 nm film, but at $\phi\approx7$ for 30 nm and $\phi\approx6.3$ for 100 nm, because the low orders of a thicker film fall close to $\theta_c$. In the example the bound is 1.5, well below the phase of about $2\pi$ at the first minimum, so it excludes none of the extrema used here. As the densities of film and substrate approach each other, $b\to0$ and the bound grows without limit: at any fixed angle the fringes eventually become ripples on a slope, with no maxima or minima to read. For a finite difference in density, extrema can return at larger angles, where $\phi$ exceeds the bound, if the signal there is still measurable.

\section{Reading the numbers}

Some minima of the ideal curve, with the line (\ref{eq:line}) for comparison, are:

\begin{center}
\begin{tabular}{cccc}
order & $\theta$ (mrad) & $\theta^2$ (mrad$^2$) & line (mrad$^2$)\\
1 & 10.467 & 109.56 & 109.29\\
2 & 16.963 & 287.74 & 287.16\\
4 & 31.618 & 999.68 & 998.64\\
7 & 54.396 & 2958.88 & 2955.21
\end{tabular}
\end{center}

Orders 2 and 7 alone give a slope of $(2958.88-287.74)/(49-4)=59.36$ mrad$^2$. Its root is 7.705 mrad, so $d=0.154/(2\times0.007705)=9.99$ nm. The intercept is $287.74-4\times59.36=50.3$ mrad$^2$. A least-squares line through orders 2 to 7 gives 9.99 nm and 50.1 mrad$^2$, that is $\theta_c=7.08$ mrad, or $0.406^\circ$.

At order 7 the minimum lies 3.67 mrad$^2$ above the line. The small-angle term accounts for $\theta^4/3=2.92$ mrad$^2$, and the envelope shift for $0.0127\times59.29=0.75$ mrad$^2$. The near-perfect intercept owes something to cancellation: fitting $\sin^2\theta$ instead of $\theta^2$ removes the small-angle error, restores the thickness to 10.00 nm, and moves the intercept away from 50, to 50.6 mrad$^2$.

The order must be absolute. If each order is misnumbered as $M=p+s$, then $p^2=M^2-2sM+s^2$, and the term in $M$ bends the plot. For the six minima the rms residual is 0.2 mrad$^2$ with correct orders, but 15 and 18 mrad$^2$ for $s=+0.5$ and $-0.5$. Taking minima for half-integer fringes in this way would give 10.5 or 9.4 nm. Among the offsets $0$, $\pm0.5$ and $\pm1$, the smallest residual picks out the correct one.

Using only the spacing of neighbouring fringes, $d=\lambda/(2\Delta\theta)$, avoids numbering but ignores refraction. Differentiating (\ref{eq:line}) with respect to $p$ gives
\begin{equation}
\frac{d\theta_p}{dp}=\frac{p}{\theta_p}\left(\frac{\lambda}{2d}\right)^2=\frac{\lambda}{2d}\sqrt{1-\frac{\theta_c^2}{\theta_p^2}} .
\end{equation}
Fringes crowd together near $\theta_c$, and the spacing formula overestimates $d$: minima 1 and 2 give 11.9 nm, minima 6 and 7 give 10.1 nm.

\section{Beside a real hafnia film}

The parameters are rough values for hafnia on silicon with copper K-alpha radiation, and 10 nm is a typical thickness for a ferroelectric memory layer. Real films absorb, have rough faces, and may sit on a thin oxide; a real instrument has an angular zero error. Each effect was added to the ideal model and the minima of orders 2 to 7 fitted again. The assumed sizes were $\beta=2\times10^{-6}$ in the film and $2\times10^{-7}$ in the substrate (imaginary parts of the index), roughness of 0.4 nm at the top and 0.3 nm at the bottom, 1 nm of oxide with $\delta=7\times10^{-6}$, and a zero error that adds 0.1 mrad to every angle. Taken singly, they leave the thickness between 9.98 and 10.00 nm, while the critical angle ranges from 7.07 to 7.31 mrad. Together they give 9.99 nm and 7.66 mrad, 8\% above the true critical angle. Roughness was entered as a damping factor on each interface coefficient; a graded error-function density profile changes the fitted values by up to 0.003 nm and 0.003 mrad. Since $\delta_1=\theta_c^2/2$, the inferred $\delta_1$ is 17\% too high. A zero error of the opposite sign gives 6.84 mrad on its own and about 7.2 mrad together with the other three effects, so these percentages describe one case and are not bounds. The fits also assume noise-free curves: with all effects included, the deepest of the fitted minima has a reflectivity below $10^{-7}$, where the background of a laboratory measurement can hide it. In a finished capacitor, metal electrodes break the single-film assumption itself. They add reflecting faces and further path differences, so one straight line no longer describes the curve and the whole stack has to be modelled; that case was not computed here.

\section{What each derivation assumes}

Both derivations assume a uniform film with flat, parallel, sharp faces, and both give the phase condition (\ref{eq:exact}) without a small-angle approximation. They differ in what they say about intensity.

The wave derivation includes all repeated reflections inside the film. It fixes which extremum has integer order, provided the coefficients are real and vary slowly over a fringe. The first proviso fails with absorption, and also below the substrate's critical angle when the substrate is the denser medium. There a lossless substrate carries no energy away, $R=1$, and any orders falling in that range are missing. Counting from the first visible fringe can then give the wrong order.

The ray derivation keeps two beams and must borrow the signs of reflection from wave matching. Its neglect of repeated reflections is harmless at the angles fitted here: each further round trip in the film brings a factor of size $|r_{01}r_{12}|$, which at order 2, from the exact coefficients, is about $0.048\times0.034\approx0.002$. It also leaves the phase condition intact, because each round trip adds the same phase $\phi$, a multiple of $2\pi$ at integer $p$. In return, the two-beam intensity is simple enough to show how the falling envelope displaces what is read from the curve. The fitted values quoted here are collected in the numerical output that follows.

\section*{Calculated quantities}
\begin{verbatim}
wavelength 0.154 nm, film thickness 10.0 nm
delta film 2.50e-05, delta substrate 7.50e-06
beta film 2.0e-06, beta substrate 2.0e-07
critical angle of film 7.071 mrad = 0.405 deg
critical angle of substrate 3.873 mrad
theta_c^2 50.00 mrad^2
(lambda/2d)^2 59.290 mrad^2
formula vs integrated wave equation, worst rel. diff. 2.5e-11
ideal curve, raw minima: order, angle mrad, square mrad^2, line mrad^2
  1  10.467  109.56  109.29
  2  16.963  287.74  287.16
  3  24.174  584.39  583.61
  4  31.618  999.68  998.64
  5  39.163  1533.76  1532.25
  6  46.763  2186.78  2184.44
  7  54.396  2958.88  2955.21
ideal curve, maxima: order, raw angle mrad, angle from R theta^4 mrad
  1.5  12.742  13.416
  2.5  19.934  20.471
  3.5  27.432  27.850
  4.5  35.026  35.364
  5.5  42.663  42.945
  6.5  50.325  50.566
  7.5  58.002  58.213
fits: thickness nm, slope mrad^2, intercept mrad^2, crit. angle mrad
  raw minima: 9.994  59.357  50.10  7.078
  raw minima, sin^2: 10.000  59.294  50.61  7.114
  raw maxima: 9.996  59.341  25.66  5.066
  maxima of R theta^4: 9.992  59.389  47.94  6.924
critical angle from raw minima 0.406 deg
shift of p^2 at minima: formula 0.0130, order 7 0.0127
shift of p^2 at maxima: formula -0.4183, order 7.5 -0.4152
raw-maxima intercept predicted 25.20 mrad^2
order offset, thickness nm, intercept mrad^2, rms residual mrad^2
  -1.0  8.855  278.5  41.224
  -0.5  9.440  166.5  18.019
  +0.0  9.994  50.1  0.204
  +0.5  10.523  -69.6  14.839
  +1.0  11.028  -191.7  26.874
spacing formula: minima 1,2 11.85 nm; minima 6,7 10.09 nm
roughness top 0.4 nm, bottom 0.3 nm; zero error 0.1 mrad
oxide interlayer 1.0 nm, delta 7.0e-06
neglected effects: fitted thickness nm, critical angle mrad
  absorption: 9.991  7.171
  roughness: 9.996  7.068
  oxide interlayer: 10.004  7.228
  angle zero error: 9.981  7.310
  all four together: 9.994  7.655
\end{verbatim}
